# Zero reflection from one absorbing underlayer beneath a resist: verification in Python

```python
# Result under test: a single layer (index n2 = n + i*kappa, thickness d) between
# a resist (real index n1) and a thick substrate (complex index n3) reflects
# nothing at normal incidence if and only if r12 + r23*exp(2*i*k*d) = 0, that is
#   amplitude: 4*pi*kappa*d/lam = ln(|r23|/|r12|)
#   phase:     4*pi*n*d/lam + arg(r23/r12) = odd multiple of pi
# with r_ij = (n_i-n_j)/(n_i+n_j), k = 2*pi*n2/lam, time factor exp(-i*omega*t).
# Lengths are in nm; R = |r|^2 is the reflectance back into the resist.
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.optimize import fsolve, minimize

lam = 193.0
n1 = 1.7
n3 = 0.9 + 2.8j
k0 = 2 * np.pi / lam


def fresnel(ni, nj):
    return (ni - nj) / (ni + nj)


def r_airy(n2, d, ns=n3):
    """Closed formula written with the two interface coefficients."""
    r12, r23 = fresnel(n1, n2), fresnel(n2, ns)
    echo = r23 * np.exp(2j * k0 * n2 * d)
    return (r12 + echo) / (1 + r12 * echo)


def r_wave(n2, d, ns=n3):
    """Match the standing-wave solution in the layer to both outer media."""
    delta = k0 * n2 * d
    field = np.cos(delta) - 1j * ns / n2 * np.sin(delta)
    slope = k0 * (n2 * np.sin(delta) + 1j * ns * np.cos(delta))
    return (1j * k0 * n1 * field - slope) / (1j * k0 * n1 * field + slope)


def r_ode(n2, d, ns=n3):
    """Integrate the wave equation numerically from substrate to resist."""
    def rhs(z, y):
        return [y[1], -(k0 * n2) ** 2 * y[0]]
    sol = solve_ivp(rhs, (d, 0.0), np.array([1.0, 1j * k0 * ns], complex),
                    method="DOP853", rtol=1e-11, atol=1e-13)
    field, slope = sol.y[:, -1]
    return (1j * k0 * n1 * field - slope) / (1j * k0 * n1 * field + slope)


def conditions(n2, d):
    """Amplitude residual, and total phase difference of the two echoes."""
    r12, r23 = fresnel(n1, n2), fresnel(n2, n3)
    amplitude = 2 * k0 * n2.imag * d - np.log(abs(r23) / abs(r12))
    phase = 2 * k0 * n2.real * d + np.angle(r23 / r12)
    return amplitude, phase


def index_from_conditions(d, order, start):
    def residual(x):
        amplitude, phase = conditions(complex(x[0], x[1]), d)
        return [amplitude, phase - (2 * order + 1) * np.pi]
    x, info, flag, message = fsolve(residual, start, xtol=1e-13, full_output=True)
    assert np.max(np.abs(residual(x))) < 1e-9, message
    return complex(x[0], x[1])


def index_from_search(d, start):
    """Minimize the reflectance without using the two conditions."""
    res = minimize(lambda x: abs(r_wave(complex(x[0], x[1]), d)) ** 2, start,
                   method="Nelder-Mead",
                   options=dict(xatol=1e-10, fatol=1e-20, maxiter=3000))
    return complex(res.x[0], res.x[1])


# The closed reflection formula against direct integration, away from a null
trial = 1.8 + 0.4j
for d in (20.0, 50.0, 90.0):
    assert abs(r_airy(trial, d) - r_ode(trial, d)) < 1e-8
    assert abs(r_wave(trial, d) - r_ode(trial, d)) < 1e-8

print(f"wavelength = {lam:.0f} nm, resist index = {n1:.1f}, substrate = {n3:.1f}")
print(f"bare substrate reflectance = {abs(fresnel(n1, n3))**2:.4f}")

# Null indices: conditions versus blind minimization versus integration
designs = {}
for d, order, start in ((25.0, 0, (1.8, 0.6)), (30.0, 0, (1.8, 0.6)),
                        (35.0, 0, (1.7, 0.6)), (80.0, 1, (1.85, 0.35))):
    n2 = index_from_conditions(d, order, start)
    found = index_from_search(d, start)
    assert abs(n2 - found) < 1e-6
    assert abs(r_ode(n2, d)) < 1e-8
    assert n2.imag > 0
    designs[d] = n2
    print(f"null at d = {d:.0f} nm, m = {order}: n = {n2.real:.4f}, "
          f"kappa = {n2.imag:.4f}")

# Details of the 30 nm design
d0 = 30.0
n2 = designs[d0]
r12, r23 = fresnel(n1, n2), fresnel(n2, n3)
loss = np.exp(-2 * k0 * n2.imag * d0)
print(f"30 nm design: |r12| = {abs(r12):.5f}, |r23| = {abs(r23):.5f}")
print(f"  round-trip amplitude factor = {loss:.5f}, "
      f"product with |r23| = {abs(r23)*loss:.5f}")
print(f"  round-trip phase 4 pi n d/lambda = {2*k0*n2.real*d0:.5f} rad")
print(f"  arg(r23/r12) = {np.angle(r23/r12):.5f} rad, "
      f"sum = {conditions(n2, d0)[1]:.5f} rad")


# Power balance at the null, by quadrature of the field in the layer
def null_field(z):
    return np.cos(k0 * n2 * z) + 1j * n1 / n2 * np.sin(k0 * n2 * z)


absorbed = k0 / n1 * (n2**2).imag * quad(lambda z: abs(null_field(z))**2, 0, d0)[0]
transmitted = n3.real * abs(null_field(d0))**2 / n1
assert abs(absorbed + transmitted - 1) < 1e-8
print(f"  power absorbed in layer = {absorbed:.4f}, "
      f"passed to substrate = {transmitted:.4f}")

# First derivatives at the null against finite differences
S = (n1 + n3 * (n1**2 - n2**2) / (n2**2 - n3**2)
     + 1j * k0 * d0 * (n1**2 - n2**2))
dr_dd = 1j * k0 * (n2**2 - n1**2) / (2 * n1)
dr_dn = -S / (2 * n1 * n2)
h = 1e-3
fd_d = (r_wave(n2, d0 + h) - r_wave(n2, d0 - h)) / (2 * h)
fd_n = (r_wave(n2 + h, d0) - r_wave(n2 - h, d0)) / (2 * h)
assert abs(fd_d - dr_dd) < 1e-5 * abs(dr_dd)
assert abs(fd_n - dr_dn) < 1e-4 * abs(dr_dn)
dn_dd = 1j * k0 * n2 * (n2**2 - n1**2) / S
step = 0.01
guess = (n2.real, n2.imag)
fd_curve = (index_from_conditions(d0 + step, 0, guess)
            - index_from_conditions(d0 - step, 0, guess)) / (2 * step)
assert abs(fd_curve - dn_dd) < 1e-4 * abs(dn_dd)
print(f"  design curve: dn/dd = {dn_dd.real:.5f} per nm, "
      f"dkappa/dd = {dn_dd.imag:.5f} per nm")
print(f"  |dr/dd| = {abs(dr_dd):.5f} per nm, |dr/dn2| = {abs(dr_dn):.5f}")
target = 1e-3
tol_d = np.sqrt(target) / abs(dr_dd)
tol_n = np.sqrt(target) / abs(dr_dn)
print(f"  linear-theory errors for R = {target:.3f}: "
      f"thickness {tol_d:.3f} nm, index {tol_n:.4f}")
print(f"  full R at thickness -/+ that error = "
      f"{abs(r_wave(n2, d0-tol_d))**2:.6f}, {abs(r_wave(n2, d0+tol_d))**2:.6f}")
print(f"  full R at n -/+ that error = "
      f"{abs(r_wave(n2-tol_n, d0))**2:.6f}, {abs(r_wave(n2+tol_n, d0))**2:.6f}")

# A fixed index off the design curves: no thickness gives a null
t12, t23 = fresnel(n1, trial), fresnel(trial, n3)
d_amp = np.log(abs(t23) / abs(t12)) / (2 * k0 * trial.imag)
d_phase = [((2 * m + 1) * np.pi - np.angle(t23 / t12)) / (2 * k0 * trial.real)
           for m in (0, 1)]
thickness = np.arange(0.0, 400.0, 0.02)
R_scan = abs(r_wave(trial, thickness))**2
best = np.argmin(R_scan)
assert min(abs(d_amp - x) for x in d_phase) > 1.0
assert R_scan[best] > 1e-4
print(f"fixed index {trial:.1f}: amplitude thickness = {d_amp:.2f} nm, "
      f"R there = {abs(r_wave(trial, d_amp))**2:.5f}")
for m, x in enumerate(d_phase):
    print(f"  phase thickness m = {m}: {x:.2f} nm, "
          f"R there = {abs(r_wave(trial, x))**2:.5f}")
print(f"  lowest R for d from 0 to 400 nm = {R_scan[best]:.5f} "
      f"at d = {thickness[best]:.2f} nm")
print(f"  thick-layer limit |r12|^2 = {abs(t12)**2:.5f}")


# Lossless layers: when can a real index give a null?
def lossless_square(ns):
    return n1 * (abs(ns)**2 - ns.real * n1) / (ns.real - n1)


real_indices = np.logspace(-2, 2, 4001)
assert lossless_square(n3) < 0
assert np.all(abs(fresnel(real_indices, n3)) > abs(fresnel(n1, real_indices)))
n_real = 1.8
a12, a23 = abs(fresnel(n1, n_real)), abs(fresnel(n_real, n3))
floor = ((a12 - a23) / (1 - a12 * a23))**2
scan_floor = np.min(abs(r_wave(n_real, np.arange(0.0, 60.0, 0.005)))**2)
assert abs(floor - scan_floor) < 1e-5
print(f"lossless layer: required n2^2 = {lossless_square(n3):.4f}")
print(f"  lowest R over thickness at n2 = {n_real:.1f}: {scan_floor:.4f}")
other = 4.0 + 1.0j
n_ok = np.sqrt(lossless_square(other))
turn = np.angle(fresnel(n_ok, other) / fresnel(n1, n_ok))
d_ok = ((np.pi - turn) % (2 * np.pi)) / (2 * k0 * n_ok)
assert abs(r_ode(n_ok, d_ok, other)) < 1e-8
print(f"  substrate {other:.1f}: n2^2 = {lossless_square(other):.4f}, "
      f"n2 = {n_ok:.4f}, d = {d_ok:.3f} nm")
print(f"  its bare reflectance = {abs(fresnel(n1, other))**2:.4f}, "
      f"|r| with layer below 1e-8")

print("all assertions hold")
```

Output:

```
wavelength = 193 nm, resist index = 1.7, substrate = 0.9+2.8j
bare substrate reflectance = 0.5808
null at d = 25 nm, m = 0: n = 1.9071, kappa = 0.6487
null at d = 30 nm, m = 0: n = 1.7521, kappa = 0.5966
null at d = 35 nm, m = 0: n = 1.6305, kappa = 0.5456
null at d = 80 nm, m = 1: n = 1.8215, kappa = 0.3463
30 nm design: |r12| = 0.17094, |r23| = 0.54821
  round-trip amplitude factor = 0.31182, product with |r23| = 0.17094
  round-trip phase 4 pi n d/lambda = 3.42232 rad
  arg(r23/r12) = -0.28073 rad, sum = 3.14159 rad
  power absorbed in layer = 0.8909, passed to substrate = 0.1091
  design curve: dn/dd = -0.02715 per nm, dkappa/dd = -0.01033 per nm
  |dr/dd| = 0.02009 per nm, |dr/dn2| = 0.69152
  linear-theory errors for R = 0.001: thickness 1.574 nm, index 0.0457
  full R at thickness -/+ that error = 0.001064, 0.000938
  full R at n -/+ that error = 0.001013, 0.000984
fixed index 1.8+0.4j: amplitude thickness = 63.53 nm, R there = 0.04310
  phase thickness m = 0: 28.11 nm, R there = 0.02988
  phase thickness m = 1: 81.72 nm, R there = 0.00193
  lowest R for d from 0 to 400 nm = 0.00187 at d = 81.04 nm
  thick-layer limit |r12|^2 = 0.01370
lossless layer: required n2^2 = -15.1300
  lowest R over thickness at n2 = 1.8: 0.5530
  substrate 4.0+1.0j: n2^2 = 7.5391, n2 = 2.7457, d = 14.631 nm
  its bare reflectance = 0.1878, |r| with layer below 1e-8
all assertions hold
```
